# Why Gamma-valley holes in twisted homobilayers can form a honeycomb lattice

In a homobilayer twisted slightly away from parallel alignment, exchanging the layers turns the stacking MX (metal over chalcogen) into XM (chalcogen over metal). A Gamma-valley state spread over both layers therefore has the same local band edge in both regions. If that shared edge is the valence-band maximum, a hole finds two equal wells per moire cell, and these wells sit on a honeycomb. The lowest two hole bands then touch at the moire zone corner $\kappa$, provided that the pair of site states remains the lowest pair there.

Equal maxima alone do not secure a simple hopping model. The two bands must also be separated from the third. The model below shows how the lattice arises and some of the ways it is lost.

## Layer exchange makes the stacking energy even

Each monolayer is of H type: a metal plane between two chalcogen planes, with a horizontal mirror. Let the top layer be displaced sideways by $\mathbf d$ relative to the bottom one, both having the same orientation. Reflection in the plane midway between them exchanges the layers, and the displaced layer is now at the bottom. Relative to it, the new top layer is displaced by $-\mathbf d$. Reflection does not change energies, so

$$E(\mathbf d)=E(-\mathbf d).$$

With lattice vectors $\mathbf A_1,\mathbf A_2$ at 60 degrees, AA is $\mathbf d=0$, and the other two threefold-symmetric stackings are $\mathbf d=\pm(\mathbf A_1+\mathbf A_2)/3$. These are MX and XM, so they are degenerate.

Antiparallel layers behave differently. The reflection now also exchanges their orientations. A 180-degree rotation restores the orientations but turns $-\mathbf d$ back into $\mathbf d$, so no relation between $\mathbf d$ and $-\mathbf d$ follows.

A toy bilayer with one s orbital per atom illustrates this. Its hopping is $-\exp[-(r-0.24)/0.04]$ eV, with $r$ in nm, and the chalcogen orbitals lie 1 eV below the metal ones. The two band edges agree to rounding for parallel layers and differ by 17 meV for antiparallel ones.

Symmetry makes MX and XM equal, but it does not make them the maximum. The top Gamma state is the antibonding combination of the layers, so stronger tunnelling raises it. At AA, chalcogens face each other and push the layers apart, which weakens tunnelling. In the toy at a fixed layer distance of 0.62 nm, the AA edge is 17 meV *above* MX. Widening AA alone by 0.06 nm puts it 25 meV *below*. In this toy the spacing decides which lattice forms.

## From two layers to one hole potential

A small twist $\theta$ makes the offset vary slowly, $\mathbf d(\mathbf r)\simeq\theta\,\hat z\times\mathbf r$. I assume that the electron responds to the local stacking. For monolayer reciprocal vectors $\mathbf G_j$, define $\mathbf g_j$ by $\mathbf G_j\cdot\mathbf d=\mathbf g_j\cdot\mathbf r$. Three of them, 120 degrees apart, satisfy

$$\mathbf g_1+\mathbf g_2+\mathbf g_3=0,\qquad |\mathbf g_j|=g=\frac{4\pi}{\sqrt3L},\qquad L=\frac{a}{2\sin(\theta/2)}.$$

Rotation leaves the Gamma point in place, so the valleys of the two layers coincide and tunnelling carries no extra valley momentum. The K valleys would be rotated apart.

In the layer basis, the local electron matrix relative to a constant is

$$\begin{pmatrix}e&t\\t&-e\end{pmatrix},\qquad
e=2w\sum_j\sin(\mathbf g_j\cdot\mathbf r),\qquad
t=t_0+2t_1\sum_j\cos(\mathbf g_j\cdot\mathbf r).$$

Layer exchange requires the second diagonal entry to be the first one at $-\mathbf r$, which the odd function $e$ satisfies. An even term common to both layers is allowed by symmetry but set to zero here.

The eigenvalues $\lambda$ obey $(e-\lambda)(-e-\lambda)-t^2=0$, or $\lambda^2=e^2+t^2$. Hole energy is minus electron energy, so the lower hole branch has the potential

$$U(\mathbf r)=-\sqrt{e^2+t^2}.$$

Each layer has an odd potential, yet $U$ is even because $e$ enters squared. If $e$ is small and $t>0$, then $U\simeq-t$, giving

$$U\simeq \text{constant}+2vS,\qquad S=\sum_j\cos(\mathbf g_j\cdot\mathbf r),\qquad v\simeq-t_1.$$

## Where the wells are

Write $\alpha=\mathbf g_1\cdot\mathbf r$ and $\beta=\mathbf g_2\cdot\mathbf r$. Expanding the square gives

$$|1+e^{i\alpha}+e^{-i\beta}|^2=3+2[\cos\alpha+\cos\beta+\cos(\alpha+\beta)]=3+2S.$$

Hence $S\ge-3/2$. Equality requires three unit vectors to sum to zero, so $\alpha=\beta=\pm2\pi/3$. These are two points per cell, $\mathbf r=\pm(\mathbf L_1+\mathbf L_2)/3$, where $\mathbf L_{1,2}$ are the moire lattice vectors. They are the MX and XM regions, and together they form a honeycomb with neighbour distance $L/\sqrt3$.

For $v>0$ they are wells at $-3v$ relative to the constant, while AA is a hill at $6v$. At the bridge midway between neighbouring wells the cosines are $-1,-1,1$, so the potential is $-2v$. The barrier between wells is therefore $v$, one ninth of the full modulation.

For $v<0$ the signs reverse. AA becomes the single well, and the lattice is triangular.

Near a well at phase $2\pi/3$, put $\mathbf r=\mathbf r_0+\mathbf x$. The terms linear in $\mathbf x$ cancel because the $\mathbf g_j$ sum to zero. Using $\sum_j(\mathbf g_j\cdot\mathbf x)^2=\tfrac32g^2x^2$,

$$S\simeq-\frac32+\frac14\sum_j(\mathbf g_j\cdot\mathbf x)^2=-\frac32+\frac38g^2x^2.$$

Matching $2vS$ to $\tfrac12m\omega^2x^2$ gives $m\omega^2=\tfrac32vg^2$. With $E_g=\hbar^2g^2/(2m)$,

$$\hbar\omega=\sqrt{3vE_g}.$$

This is also the zero-point energy, since each of the two directions contributes $\hbar\omega/2$. In this harmonic estimate it falls below the barrier when $E_g<v/3$; the true level, in a well that is not exactly harmonic, can cross the barrier top at a different ratio.

## Why the bands touch

The touching can be seen without assuming localized orbitals. At $\kappa$, three plane waves share the kinetic energy $E_g/3$, and the potential couples them in a ring. To see what evenness contributes, allow a phase $\phi$ in the potential, $2v\sum_j\cos(\mathbf g_j\cdot\mathbf r+\phi)$. The coupling matrix is then

$$\begin{pmatrix}0&ve^{-i\phi}&ve^{i\phi}\\ve^{i\phi}&0&ve^{-i\phi}\\ve^{-i\phi}&ve^{i\phi}&0\end{pmatrix}.$$

Inserting amplitudes $c_p=e^{-2\pi ipn/3}$ gives, to first order in $v$,

$$E_n=\frac{E_g}{3}+2v\cos\!\left(\phi+\frac{2\pi n}{3}\right),\qquad n=0,1,2.$$

For $v>0$ and $\phi=0$ the shifts are $2v,-v,-v$, so a doublet is lowest. For $\phi=\pi$, the triangular case, they are $-2v,v,v$, and a single state is lowest. For small nonzero $\phi$ the low doublet splits by $2\sqrt3\,v|\sin\phi|$.

The doublet also survives in a strong potential. Its two states acquire the phases $e^{\pm2\pi i/3}$ under a threefold rotation. Reversing $\mathbf r$ and exchanging the layers takes $\kappa$ to $-\kappa$, and complex conjugation takes it back. The first operation keeps the rotation phase and the second conjugates it, so each state is mapped onto the other at the same energy. This argument is spinless. It does not say which levels are lowest at strong coupling, and that must be computed.

## A worked case at two degrees

Take $a=0.32$ nm, $\theta=2^\circ$, a hole mass equal to the electron mass, $t_0=300$ meV, $t_1=-30$ meV and $w=6$ meV. Then $L=9.17$ nm, neighbouring wells are 5.29 nm apart, and $E_g=23.9$ meV.

At MX, $S=-3/2$ and the three sines sum to $3\sqrt3/2$. Thus $t=300+90=390$ meV, $e=3\sqrt3\,w=31.2$ meV and

$$U_{\rm MX}=-\sqrt{390^2+31.2^2}=-391.2\ \text{meV}.$$

XM has the same value. AA lies at $-120$ meV and the bridge at $-360$ meV. The first harmonic is $v=30.1$ meV, so $\hbar\omega=\sqrt{3(30.1)(23.9)}\simeq46$ meV, which exceeds the barrier. The lowest hole level indeed lies 7.6 meV *above* the bridge potential, so the wells do not confine the hole classically.

The bands are narrow nevertheless, because the bridge is a constriction. Expanding $2vS$ there gives a curvature $3vg^2$ across the passage, hence a transverse zero-point energy

$$\frac12\sqrt{6vE_g}=\frac12\sqrt{6(30.1)(23.9)}\simeq33\ \text{meV}.$$

In this harmonic estimate the passage opens near $-360+33=-327$ meV, while the two bands lie between $-352.4$ and $-344.1$ meV. Motion between wells is still tunnelling.

Diagonalizing the two-layer model in plane waves gives a touching at $\kappa$ to rounding, at $-349.1$ meV. The lowest two bands are 8.3 meV wide and lie 22 meV below the third on a 12 by 12 momentum mesh. This separation does not survive large twists: with the same parameters it is about 12 meV at 4 degrees, and at 5 degrees the second and third bands overlap in energy, although the touching at $\kappa$ remains.

They can be described by honeycomb hoppings $J_1,J_2,J_3$ to first, second and third neighbours (labelled t1, t2, t3 in the hopping lines of the numerical output). Let $\boldsymbol\delta_j$ be the vectors to the nearest neighbours. The third neighbours lie at $-2\boldsymbol\delta_j$, so half the band splitting is

$$\left|J_1\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}+J_3\sum_je^{-2i\mathbf k\cdot\boldsymbol\delta_j}\right|.$$

At the moire zone centre both sums equal 3. At the edge midpoint M the phases $\mathbf k\cdot\boldsymbol\delta_j$ are $\pi/3,\pi/3,-2\pi/3$, so the sums are $e^{i\pi/3}$ and $-3e^{i\pi/3}$. The computed splittings therefore give

$$6(J_1+J_3)=8.321\ \text{meV},\qquad 2(J_1-3J_3)=2.594\ \text{meV},$$

hence $J_1=1.36$ meV and $J_3=0.022$ meV. Second-neighbour hopping shifts both bands by $6J_2$ at the zone centre and by $-3J_2$ at $\kappa$. The mean of the two bands is higher at the zone centre by $9J_2=0.859$ meV, so $J_2=0.095$ meV. Over the whole mesh, the largest misfit is 1.3% of the bandwidth, or about 0.1 meV. Most of it comes from an omitted fourth-neighbour hopping: a least-squares fit of the splitting that includes one gives $J_1=1.34$, $J_3=0.021$ and $J_4=0.012$ meV, with a misfit below 0.01 meV in half the splitting. The energies fix only the modulus of the sum, so when still more shells are allowed the small coefficients trade off against each other and are not uniquely determined.

Near $\kappa$, put $\mathbf k=\boldsymbol\kappa+\mathbf q$. Both sums vanish at $\mathbf q=0$. Since $3\boldsymbol\kappa\cdot\boldsymbol\delta_j$ is a multiple of $2\pi$, $e^{-2i\boldsymbol\kappa\cdot\boldsymbol\delta_j}=e^{i\boldsymbol\kappa\cdot\boldsymbol\delta_j}$. The linear term is then

$$(J_1-2J_3)\left|\sum_j(\mathbf q\cdot\boldsymbol\delta_j)e^{i\boldsymbol\kappa\cdot\boldsymbol\delta_j}\right|
=\frac32\frac{L}{\sqrt3}(J_1-2J_3)q.$$

The slope is $\tfrac{\sqrt3}{2}L(J_1-2J_3)=10.5$ meV nm, against 10.2 meV nm from the bands in the limit of small $q$ (10.3 at $q=0.005g$, where trigonal warping contributes). The latter corresponds to a velocity of $1.6\times10^4$ m/s.

Reversing the sign of $t_1$, with the other parameters fixed, moves the well to AA. The lowest level at $\kappa$ is then single and lies 59 meV below the next.

## Breaking the equality with a field

The equal wells hide a layer asymmetry. In the lowest zone-centre state, the first layer carries 54% of the density at MX and 46% at XM. A perpendicular field can therefore distinguish them.

Let it add $\pm D/2$ to the electron energies of the layers. The diagonal term becomes $e_0+D/2$ at MX and $-e_0+D/2$ at XM, where $e_0=31.2$ meV. The squares of the two local energies differ by $2e_0D$. Dividing by their sum, about $2t$, gives

$$|U_{\rm MX}-U_{\rm XM}|\simeq\frac{e_0D}{t}=\frac{31.2\times20}{390}=1.6\ \text{meV}$$

for $D=20$ meV. Across 0.62 nm this is an internal field of 0.32 MV/cm. The computed gap at $\kappa$ is 1.15 meV, or 72% of the site difference. A reduction is expected because the hole averages over a region in which $e/t$ falls away from its value at the well centre.

## How far the model carries to a real bilayer

The parameters are rough values for nearly parallel bilayer MoS$_2$, whose valence maximum lies at Gamma. They are not a fit. They also keep only the first harmonic of the tunnelling, and since the barrier is only $v$, small higher harmonics matter. Starting from $U=2vS$ with $v=30$ meV, a positive 5 meV harmonic at wavevector $\sqrt3g$ puts the bridge 10 meV below MX and raises the zone-centre splitting from 8.5 to 15 meV. One at $2g$ instead raises the barrier to 75 meV and lowers the splitting to 5 meV. If K were higher, the first holes would not enter these bands.

A rigid lattice is a poor assumption at two degrees. To size relaxation, I used a relative shear displacement $\mathbf u=A\sum_j\hat{\mathbf G}_j\sin(\mathbf g_j\cdot\mathbf r)$, a rough AA–MX stacking-energy difference of 70 meV per monolayer cell and a rough shear modulus of 50 N/m. Minimizing elastic plus stacking energy gives $A=0.026$ nm. With the electronic parameters held fixed, the zone-centre splitting rises from 8.3 to 11.6 meV, about 40%. The touching remains, since this $\mathbf u$ is odd in $\mathbf r$ and keeps the wells equivalent.

The mass matters too: raising it by 20% in the rigid lattice lowers the splitting from 8.3 to 6.0 meV, or by 28%. By contrast, replacing the two layers by the single potential $U$ shifts the levels compared by less than 0.01 meV. The mean $(ka)^2$ is 0.04, so a relative correction of order $(ka)^2$ to the kinetic energy would be a few percent. Its coefficient in the real band is not determined here. Spin-orbit coupling is left out and not sized, so a spin-dependent gap at $\kappa$ is not excluded.

Temperature and repulsion limit what could be observed. At 300 K the thermal energy is 26 meV, three times the bandwidth; at 4 K it is 0.34 meV. Filling the lower band with both spins takes two holes per moire cell, or $2.7\times10^{12}$ cm$^{-2}$. For a rough relative permittivity of 10, and without screening by gates or other holes, the repulsion between holes on neighbouring sites, treated as point charges, is 27 meV, about twenty times $J_1$. The honeycomb is thus the lattice on which the holes move. Whether they form a Dirac metal or an interaction-driven ordered state is a question that these single-particle bands cannot settle.

## Values computed for the example and the checks

```
Lattice constant a (rough): 0.32 nm
Twist angle: 2 degrees
Hole mass (rough): 1 electron masses
Mean tunnelling t0 (rough): 300 meV
Tunnelling harmonic t1 (rough): -30 meV
Odd layer potential harmonic w (rough): 6 meV
Moire period L: 9.168 nm
Distance between honeycomb sites: 5.293 nm
Kinetic scale hbar^2 g^2/2m: 23.86 meV
Toy edge MX minus XM, parallel: 1.4e-12 meV
Toy edge difference, antiparallel: 17.41 meV
Toy edge AA minus MX, same spacing: 17.23 meV
Toy edge AA minus MX, AA wider by 0.06 nm: -24.91 meV
Hole potential at AA: -120 meV
Hole potential at MX: -391.24 meV
Hole potential at XM: -391.24 meV
Hole potential at bridge: -360 meV
First harmonic v: 30.1 meV
Harmonic zero-point energy, from curvature: 46.9 meV
Harmonic zero-point energy, formula: 46.41 meV
Lowest hole level minus bridge potential: 7.593 meV
Gamma lowest three levels (meV): [-352.407 -344.086 -321.617]
kappa lowest three levels (meV): [-349.105 -349.105 -322.059]
M lowest three levels (meV): [-350.319 -347.725 -321.904]
Splitting at kappa: 5.7e-13 meV
Width of lowest two bands: 8.321 meV
Separation from third band on 12 by 12 mesh: 22.03 meV
Nearest-neighbour hopping magnitude t1: 1.364 meV
Second-neighbour energy coefficient t2: 0.09542 meV
Third-neighbour hopping t3, relative sign to t1: 0.02241 meV
Largest honeycomb-fit error / width: 1.25 %
Dirac slope from bands: 10.26 meV nm
Dirac slope from hoppings: 10.48 meV nm
Dirac velocity: 1.559e+04 m/s
Gamma-state density ratio AA/MX: 5.1e-06
First-layer fraction at MX: 0.539
First-layer fraction at XM: 0.461
Applied interlayer energy difference D: 20 meV
Internal field for D across 0.62 nm: 0.323 MV/cm
Site-energy difference in field: 1.593 meV
Site-energy difference, formula: 1.599 meV
Gap at kappa in field: 1.145 meV
Triangular control: lowest gap at kappa: 58.94 meV
Largest scalar-model error from lower branch: 0.00815 meV
Gamma splitting, original mass: 8.321 meV
Gamma splitting, mass 20% larger: 5.978 meV
Mean (k a)^2, nonparabolicity scale: 0.0365
AA minus MX stacking energy per cell (rough): 70 meV
Monolayer shear modulus (rough): 50 N/m
Relaxation amplitude, linear estimate: 0.0407 nm
Relaxation amplitude, minimized: 0.0257 nm
Gamma splitting after relaxation: 11.64 meV
kappa splitting after relaxation: 1.6e-12 meV
Thermal energy at 300 K: 25.85 meV
Thermal energy at 4 K: 0.3447 meV
Neighbour Coulomb energy, permittivity 10 (rough): 27.2 meV
Hole density at Dirac filling: 2.748e+12 cm^-2
```
